# Why Bulk Hexagonal Boron Nitride Luminesces Efficiently Despite Its Indirect Gap: verification in Python

```python
"""
Result under test: an indirect exciton luminesces with efficiency
    eta = Gr / (Gr + Gnr + gamma*X),
    Gr = sum over phonons of n(E) E^3 d_eff^2 / (3 pi eps0 hbar (hbar c)^3),
    d_eff = g d / (Delta + phonon energy).
E: photon energy; n(E): refractive index including the direct exciton;
d = e*s: direct-exciton dipole per cell; g: exciton-phonon coupling per cell;
Delta: direct minus indirect exciton energy; X: exciton density;
Gnr: trap capture rate; gamma: exciton-exciton annihilation coefficient.
Energies are in eV, lengths in nm, densities in cm^-3, rates in 1/s.
Material parameters are rough values for clean bulk hexagonal BN;
the coupling, capture and annihilation coefficients are assumptions.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar

HBAR = const.hbar / const.e
HBARC = HBAR * const.c * 1e9
E2_EPS0 = const.e / const.epsilon_0 * 1e9
KB = const.k / const.e

E_IND, DELTA = 5.95, 0.15
PHONONS = (0.08, 0.17)
DIPOLE, CELL, EPS_B = 0.06, 0.036, 4.0
COUPLING = 0.04
TRAPS, CAPTURE, ANNIHILATION = 1e15, 1e-7, 1e-7
GENERATION, TEMPERATURE = 1e22, 10.0
BINDING, MASS_E, MASS_H = 0.30, 1.0, 1.0


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def epsilon(energy, e_direct, dipole):
    strength = E2_EPS0 * dipole**2 / CELL
    return EPS_B + 2 * strength * e_direct / (e_direct**2 - energy**2)


def line_rate(phonon, delta=DELTA, dipole=DIPOLE, coupling=COUPLING):
    energy = E_IND - phonon
    index = math.sqrt(epsilon(energy, E_IND + delta, dipole))
    d_eff = coupling * dipole / (delta + phonon)
    return (index * energy**3 * E2_EPS0 * d_eff**2
            / (3 * math.pi * HBAR * HBARC**3))


def radiative_rate(**changes):
    return sum(line_rate(phonon, **changes) for phonon in PHONONS)


# Exciton on a ring with local phonons: emission strength from eigenvectors.
def ring_strength(sites, max_phonons, phonon, coupling, delta):
    configs = [c for c in itertools.product(range(max_phonons + 1),
                                             repeat=sites)
               if sum(c) <= max_phonons]
    position = {c: i for i, c in enumerate(configs)}
    size = len(configs)
    ham = np.zeros((sites * size, sites * size))
    for j in range(sites):
        for i, conf in enumerate(configs):
            here = j * size + i
            ham[here, here] = phonon * sum(conf)
            there = ((j + 1) % sites) * size + i
            ham[here, there] += delta / 4
            ham[there, here] += delta / 4
            if sum(conf) < max_phonons:
                raised = list(conf)
                raised[j] += 1
                other = j * size + position[tuple(raised)]
                value = coupling * math.sqrt(conf[j] + 1)
                ham[here, other] = ham[other, here] = value
    _, vec = eigh(ham, subset_by_index=[0, 0])
    amplitudes = vec[:, 0].reshape(sites, size).sum(axis=0)
    number = np.array([sum(c) for c in configs])
    return [float(np.sum(amplitudes[number == m]**2)) for m in range(3)]


for ring_sites in (4, 6, 8):
    for ring_phonon, ring_delta in ((0.08, 0.15), (0.17, 0.15), (0.08, 0.6)):
        weak = 0.002
        found = ring_strength(ring_sites, 2, ring_phonon, weak, ring_delta)
        expected = (weak / (ring_delta + ring_phonon))**2
        assert abs(found[1] / expected - 1) < 0.01
        assert found[0] < 1e-6 * found[1]

ring_ratios = []
for ring_phonon in PHONONS:
    less = ring_strength(6, 3, ring_phonon, COUPLING, DELTA)
    more = ring_strength(6, 4, ring_phonon, COUPLING, DELTA)
    assert abs(less[1] / more[1] - 1) < 0.02
    second_order = (COUPLING / (DELTA + ring_phonon))**2
    ring_ratios.append((more[1] / second_order, more[2] / more[1]))


# Golden rule with exciton-photon normal modes found numerically.
def lower_polariton(wavevector):
    photon = HBARC * wavevector / math.sqrt(EPS_B)
    e_direct = E_IND + DELTA
    depol = E2_EPS0 * DIPOLE**2 / (CELL * EPS_B)
    mix = math.sqrt(photon * depol / 2)
    normal = np.array([[photon, mix], [mix, e_direct + depol]])
    anomalous = np.array([[0, mix], [mix, depol]])
    dynamic = np.block([[normal, anomalous], [-anomalous, -normal]])
    values, vectors = np.linalg.eig(dynamic)
    values, vectors = values.real, vectors.real
    pick = min((i for i in range(4) if values[i] > 0),
               key=lambda i: values[i])
    v = vectors[:, pick]
    norm = v[0]**2 + v[1]**2 - v[2]**2 - v[3]**2
    return values[pick], v[1]**2 / norm


for phonon in PHONONS:
    target = E_IND - phonon
    k = brentq(lambda q: lower_polariton(q)[0] - target, 0.005, 1.0,
               xtol=1e-13)
    step = 1e-5 * k
    slope = (lower_polariton(k + step)[0]
             - lower_polariton(k - step)[0]) / (2 * step)
    exciton_part = lower_polariton(k)[1]
    states = CELL * k**2 / (2 * math.pi**2 * slope)
    golden = (2 * math.pi / HBAR * COUPLING**2 * states
              * exciton_part * 2 / 3)
    assert abs(golden / line_rate(phonon) - 1) < 1e-4


# Electron-hole relative motion in a layer with softened attraction.
def contact_probability(hopping, width):
    axis = np.arange(width) - width // 2
    x, y = np.meshgrid(axis, axis, indexing="ij")
    attraction = E2_EPS0 / (4 * math.pi * 5.0 * 0.25)
    potential = -attraction / np.sqrt(x**2 + y**2 + 0.25)
    chain = np.eye(width, k=1) + np.eye(width, k=-1)
    unit = np.eye(width)
    ham = -hopping * (np.kron(chain, unit) + np.kron(unit, chain))
    ham += np.diag(potential.ravel())
    _, vec = eigh(ham, subset_by_index=[0, 0])
    return float(vec[(width * width) // 2, 0]**2)


HOP_FLAT, HOP_WIDE = 0.5, 3.0
contact_flat = contact_probability(HOP_FLAT, 31)
contact_wide = contact_probability(HOP_WIDE, 31)
assert abs(contact_probability(HOP_WIDE, 25) / contact_wide - 1) < 0.02
assert contact_flat > 2 * contact_wide


# Multiphonon factor: displaced oscillator against the Poisson law.
def franck_condon(huang_rhys, quanta):
    return math.exp(-huang_rhys + quanta * math.log(huang_rhys)
                    - math.lgamma(quanta + 1))


lower = np.diag(np.sqrt(np.arange(1, 60)), 1)
for huang_rhys in (0.5, 3.0):
    shifted = expm(math.sqrt(huang_rhys) * (lower.T - lower))[:, 0]
    for quanta in (1, 4, 9):
        assert abs(shifted[quanta]**2
                   / franck_condon(huang_rhys, quanta) - 1) < 1e-6
HR_GENEROUS = 3.0
gap_quanta = round(E_IND / PHONONS[1])
fc_gap = franck_condon(HR_GENEROUS, gap_quanta)
# Generous electronic coupling of 1 eV, density of states 1/phonon energy.
multiphonon = 2 * math.pi / (HBAR * PHONONS[1]) * fc_gap

# Rate equation: closed forms against time integration.
rate_r = radiative_rate()
rate_nr = TRAPS * CAPTURE
assert multiphonon < 1e-6 * rate_nr


def steady(generation, radiative=rate_r, nonradiative=rate_nr):
    total = radiative + nonradiative
    density = 2 * generation / (total + math.sqrt(
        total**2 + 4 * ANNIHILATION * generation))
    return density, radiative * density / generation


def evolve(start, generation, duration):
    scale = 1e14

    def change(_, y):
        x = y[0]
        loss = (rate_r + rate_nr) * x + ANNIHILATION * scale * x**2
        return [(generation / scale - loss) * 1e-9, rate_r * x * 1e-9]
    answer = solve_ivp(change, (0, duration), [start / scale, 0],
                       method="LSODA", rtol=1e-9, atol=1e-11)
    assert answer.success
    return answer.y[:, -1] * scale


STRONG = 1e24
for generation in (GENERATION, STRONG):
    assert abs(evolve(0, generation, 400)[0]
               / steady(generation)[0] - 1) < 1e-5
PULSE = 1e16
pulse_yield = (rate_r / (ANNIHILATION * PULSE)
               * math.log1p(ANNIHILATION * PULSE / (rate_r + rate_nr)))
assert abs(evolve(PULSE, 0, 400)[1] / PULSE / pulse_yield - 1) < 1e-5
density, efficiency = steady(GENERATION)


def low_density_eta(radiative, nonradiative=rate_nr):
    return radiative / (radiative + nonradiative)


# Optical anisotropy: sum over ordinary and extraordinary plane waves.
EPS_OUT = 3.0
eps_in = epsilon(E_IND - PHONONS[0], E_IND + DELTA, DIPOLE)


def extraordinary(mu):
    index = (mu**2 / eps_in + (1 - mu**2) / EPS_OUT)**-0.5
    return index**5 * mu**2 / eps_in**2


mode_sum = 0.75 * (math.sqrt(eps_in) + quad(extraordinary, 0, 1)[0])
anisotropy = mode_sum / math.sqrt(eps_in)
assert abs(anisotropy - (3 + EPS_OUT / eps_in) / 4) < 1e-7


# Thermal effects: mass action against minimization of the free energy.
def state_density(mass, temperature):
    return (mass * const.m_e * const.k * temperature
            / (2 * math.pi * const.hbar**2))**1.5 * 1e-6


def ionized_fraction(temperature):
    reduced = MASS_E * MASS_H / (MASS_E + MASS_H)
    ratio = (state_density(reduced, temperature)
             * math.exp(-BINDING / (KB * temperature)) / density)
    return 2 * ratio / (ratio + math.sqrt(ratio**2 + 4 * ratio))


def free_energy(fraction, temperature):
    free, bound = fraction * density, (1 - fraction) * density
    z_e = 2 * state_density(MASS_E, temperature)
    z_h = 2 * state_density(MASS_H, temperature)
    z_x = 4 * state_density(MASS_E + MASS_H, temperature)
    return (fraction * (math.log(free / z_e) + math.log(free / z_h) - 2)
            + (1 - fraction) * (math.log(bound / z_x) - 1
                                - BINDING / (KB * temperature)))


for hot in (300.0, 350.0):
    best = minimize_scalar(free_energy, bounds=(1e-6, 1 - 1e-6),
                           args=(hot,), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(best.x / ionized_fraction(hot) - 1) < 1e-3

# Controlled changes, one cause at a time.
FAR_DELTA, DIRTY = 1.0, 1e17
dipole_wide = DIPOLE * math.sqrt(contact_wide / contact_flat)
rate_far = radiative_rate(delta=FAR_DELTA)
rate_wide = radiative_rate(dipole=dipole_wide)
rate_both = radiative_rate(delta=FAR_DELTA, dipole=dipole_wide)
assert rate_both < min(rate_far, rate_wide) < rate_r

show("Indirect exciton energy", E_IND, "eV")
show("Direct minus indirect exciton", DELTA, "eV")
show("Dipole length per cell", DIPOLE, "nm")
show("Cell volume", CELL, "nm^3")
show("Background permittivity", EPS_B)
show("Exciton-phonon coupling", COUPLING, "eV")
for phonon in PHONONS:
    tag = f"Phonon {phonon:.2f} eV, "
    energy = E_IND - phonon
    show(tag + "photon energy", energy, "eV")
    show(tag + "refractive index",
         math.sqrt(epsilon(energy, E_IND + DELTA, DIPOLE)))
    show(tag + "(d_eff/d)^2", (COUPLING / (DELTA + phonon))**2)
    show(tag + "radiative rate", line_rate(phonon), "1/s")
show("Total radiative rate", rate_r, "1/s")
show("Radiative lifetime", 1e9 / rate_r, "ns")
show("Trap density", TRAPS, "cm^-3")
show("Capture coefficient", CAPTURE, "cm^3/s")
show("Annihilation coefficient", ANNIHILATION, "cm^3/s")
show("Nonradiative lifetime", 1e9 / rate_nr, "ns")
show("Total lifetime, low density", 1e9 / (rate_r + rate_nr), "ns")
show("Efficiency, low density", 100 * low_density_eta(rate_r), "%")
show("Generation rate", GENERATION, "cm^-3/s")
show("Steady exciton density", density, "cm^-3")
show("Steady efficiency", 100 * efficiency, "%")
show(f"Efficiency at G={STRONG:.0e} cm^-3/s", 100 * steady(STRONG)[1], "%")
show(f"Pulse yield at X0={PULSE:.0e} cm^-3", 100 * pulse_yield, "%")
for factor in (0.5, 2.0):
    show(f"Low-density efficiency, g times {factor}", 100 * low_density_eta(
        radiative_rate(coupling=factor * COUPLING)), "%")
show(f"Contact probability, hopping {HOP_FLAT} eV", contact_flat)
show(f"Contact probability, hopping {HOP_WIDE} eV", contact_wide)
show(f"Efficiency, Delta={FAR_DELTA} eV", 100 * low_density_eta(rate_far), "%")
show("Efficiency, dispersive pair", 100 * low_density_eta(rate_wide), "%")
show("Efficiency, both changes", 100 * low_density_eta(rate_both), "%")
show(f"Efficiency, traps {DIRTY:.0e} cm^-3",
     100 * low_density_eta(rate_r, DIRTY * CAPTURE), "%")
show("Phonons needed to cross the gap", gap_quanta)
show(f"Multiphonon rate, S={HR_GENEROUS}, 1 eV coupling", multiphonon, "1/s", 2)
for phonon, (ratio, double) in zip(PHONONS, ring_ratios):
    show(f"Ring {phonon:.2f} eV, strength/second order", ratio)
    show(f"Ring {phonon:.2f} eV, two-/one-phonon", double)
show(f"Anisotropy rate factor, eps_out={EPS_OUT}", anisotropy)
show("Efficiency, equal spin mixing", 100 * low_density_eta(rate_r / 4), "%")
show(f"Density/state density at {TEMPERATURE:.0f} K",
     density / state_density(MASS_E + MASS_H, TEMPERATURE), "", 2)
for temp in (100.0, 300.0):
    show(f"Ionized fraction at {temp:.0f} K, Eb={BINDING} eV",
         ionized_fraction(temp), "", 3)
    show(f"Direct/indirect Boltzmann factor, {temp:.0f} K",
         math.exp(-DELTA / (KB * temp)), "", 3)
show("Occupation of 0.08 eV phonon at 300 K",
     1 / math.expm1(PHONONS[0] / (KB * 300)), "", 3)
print("PASS")
```

Running it gives:

```
Indirect exciton energy: 5.95 eV
Direct minus indirect exciton: 0.15 eV
Dipole length per cell: 0.06 nm
Cell volume: 0.036 nm^3
Background permittivity: 4
Exciton-phonon coupling: 0.04 eV
Phonon 0.08 eV, photon energy: 5.87 eV
Phonon 0.08 eV, refractive index: 3.467
Phonon 0.08 eV, (d_eff/d)^2: 0.03025
Phonon 0.08 eV, radiative rate: 2.899e+07 1/s
Phonon 0.17 eV, photon energy: 5.78 eV
Phonon 0.17 eV, refractive index: 3.132
Phonon 0.17 eV, (d_eff/d)^2: 0.01562
Phonon 0.17 eV, radiative rate: 1.291e+07 1/s
Total radiative rate: 4.19e+07 1/s
Radiative lifetime: 23.87 ns
Trap density: 1e+15 cm^-3
Capture coefficient: 1e-07 cm^3/s
Annihilation coefficient: 1e-07 cm^3/s
Nonradiative lifetime: 10 ns
Total lifetime, low density: 7.047 ns
Efficiency, low density: 29.53 %
Generation rate: 1e+22 cm^-3/s
Steady exciton density: 6.728e+13 cm^-3
Steady efficiency: 28.19 %
Efficiency at G=1e+24 cm^-3/s: 10.61 %
Pulse yield at X0=1e+16 cm^-3: 8.737 %
Low-density efficiency, g times 0.5: 9.481 %
Low-density efficiency, g times 2.0: 62.63 %
Contact probability, hopping 0.5 eV: 0.5557
Contact probability, hopping 3.0 eV: 0.04201
Efficiency, Delta=1.0 eV: 1.623 %
Efficiency, dispersive pair: 1.973 %
Efficiency, both changes: 0.1056 %
Efficiency, traps 1e+17 cm^-3: 0.4172 %
Phonons needed to cross the gap: 35
Multiphonon rate, S=3.0, 1 eV coupling: 1.4e-08 1/s
Ring 0.08 eV, strength/second order: 0.9562
Ring 0.08 eV, two-/one-phonon: 0.09871
Ring 0.17 eV, strength/second order: 0.9833
Ring 0.17 eV, two-/one-phonon: 0.02519
Anisotropy rate factor, eps_out=3.0: 0.8124
Efficiency, equal spin mixing: 9.481 %
Density/state density at 10 K: 0.00031
Ionized fraction at 100 K, Eb=0.3 eV: 3.1e-06
Direct/indirect Boltzmann factor, 100 K: 2.76e-08
Ionized fraction at 300 K, Eb=0.3 eV: 0.531
Direct/indirect Boltzmann factor, 300 K: 0.00302
Occupation of 0.08 eV phonon at 300 K: 0.0474
PASS
```
